\section*{Emissivity error of a two-colour pyrometer in the Wien limit, part 2}

A two-colour pyrometer finds the temperature of an opaque surface from the ratio of its light in two narrow bands, centred at the vacuum wavelengths $\lambda_1<\lambda_2$. The problem is how far the reading is wrong when the surface emits differently in the two bands from what the instrument assumes. Temperatures are in kelvin. The emissivity $\varepsilon_i$ is the emitted spectral radiance at $\lambda_i$ divided by that of a black body at the same temperature.

Part (a) compared Planck's radiance $L_{\mathrm P}$ with Wien's approximation $L_{\mathrm W}$, which holds for $e^{-x}\ll1$:
\[
L_{\mathrm P}(\lambda,T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^{x}-1},
\qquad x=\frac{hc}{\lambda kT}=\frac{c_2}{\lambda T},
\]
\[
L_{\mathrm W}(\lambda,T)=\frac{C}{\lambda^5}\,e^{-c_2/(\lambda T)},
\qquad C=2hc^2,
\qquad L_{\mathrm W}=(1-e^{-x})L_{\mathrm P}.
\]
Here $h$ is Planck's constant, $c$ the speed of light, $k$ Boltzmann's constant and $c_2=hc/k$ the second radiation constant.

In part (b), a measurement on a black body of known temperature removed the channel responses $\gamma_i$. In the Wien limit this left the calibrated signal ratio
\[
R=\frac{\varepsilon_1}{\varepsilon_2}
\left(\frac{\lambda_2}{\lambda_1}\right)^5e^{-c_2/(\Lambda T)},
\qquad
\Lambda=\frac{\lambda_1\lambda_2}{\lambda_2-\lambda_1}.
\]
The instrument puts an assumed emissivity ratio $K$ in place of $\varepsilon_1/\varepsilon_2$ and reports the temperature $T_{\mathrm r}$ that reproduces $R$. A grey setting is $K=1$.

With $a$ the true inverse temperature minus the indicated one, part (d) found that the estimate $aT^2$ of the error $T_{\mathrm r}-T$ leaves out the fraction $aT$ of the full error. A finite positive reading needs
\[
\frac{\varepsilon_1/\varepsilon_2}{K}<e^{c_2/(\Lambda T)} .
\]

Part (e) showed that, for the same relative error of the setting, the inverse-temperature error of the two-colour instrument exceeds that of a one-colour instrument at $\lambda_1$ by the factor
\[
\frac{\Lambda}{\lambda_1}=\frac{\lambda_2}{\lambda_2-\lambda_1}>1 .
\]

\section{A tungsten film and the neglected effects}

The symbols are those of the first half. The true temperature is $T$, the indicated one is $T_{\mathrm r}$, and $x_i=c_2/(\lambda_iT)$. With $\Lambda=\lambda_1\lambda_2/(\lambda_2-\lambda_1)$ and an assumed emissivity ratio $K$, Wien's law gives
\begin{equation}
a=\frac1T-\frac1{T_{\mathrm r}}
=\frac{\Lambda}{c_2}\ln\frac{\varepsilon_1/\varepsilon_2}{K},
\qquad
T_{\mathrm r}-T=\frac{aT^2}{1-aT}.
\end{equation}
A one-colour instrument set for a black body reads $T_i$, with $1/T_i=1/T-(\lambda_i/c_2)\ln\varepsilon_i$.

The example is an opaque film of bcc tungsten on a wafer in rapid thermal processing, at $T=1300$~K. The bands lie at $\lambda_1=800$~nm and $\lambda_2=1000$~nm. The emissivities $\varepsilon_1=0.42$ and $\varepsilon_2=0.38$ are rough typical values for smooth tungsten, whose emissivity falls with wavelength in this range. They are inputs of the example, not results.

\subsection*{(g) The reading of a grey instrument}

\textbf{Question.} What does the instrument show with $K=1$, and how does its error change if the film is cooler?

\textbf{Solution.} The second radiation constant is $c_2=1.438777\times10^7$~nm\,K. The wavelength factor and the logarithm are
\begin{equation}
\Lambda=\frac{800\times1000}{200}\ \mathrm{nm}=4000\ \mathrm{nm},
\qquad
\ln\frac{0.42}{0.38}=0.10008 .
\end{equation}
The error in inverse temperature is therefore
\begin{equation}
a=\frac{4000\times0.10008}{1.438777\times10^7}\ \mathrm{K^{-1}}
=27.82\times10^{-6}\ \mathrm{K^{-1}} .
\end{equation}
The true inverse temperature is $769.23\times10^{-6}\ \mathrm{K^{-1}}$. Subtraction leaves $741.41\times10^{-6}\ \mathrm{K^{-1}}$, or
\begin{equation}
T_{\mathrm r}=1348.8\ \mathrm K,\qquad
T_{\mathrm r}-T=48.8\ \mathrm K .
\end{equation}
The first-order estimate $aT^2$ is $47.0$~K. It is low by about $3.6\,\%$ of the full error, which is the fraction $aT=0.036$ found in part (d). The extra digits serve to compare formulas. With emissivities known to two figures, the physical statement is that the instrument reads some $50$~K too high. Rounding of the two emissivities alone, by up to $0.005$ each, allows an error between about $36$ and $62$~K.

If the emissivity ratio is held fixed, $a$ has the same value at other temperatures. At $1000$~K the error in kelvin is then
\begin{equation}
\frac{27.82\times10^{-6}\times1000^2}{1-0.02782}\ \mathrm K
=28.6\ \mathrm K .
\end{equation}

The formal bound on a finite reading is far away. Since $c_2/(\Lambda T)=2.767$, the emissivity ratio would have to reach $e^{2.767}=15.9$ at $1300$~K, against $1.105$ here. With a Planck curve in the instrument the ratio levels off at $(\lambda_2/\lambda_1)^4$ instead of the fifth power, which lowers the bound to $15.9/1.25=12.7$.

\subsection*{(h) One colour or two}

\textbf{Question.} Compare this reading with those of one-colour instruments, first with no emissivity correction and then with a correction that is wrong by $1\,\%$.

\textbf{Solution.} Set for a black body, the one-colour instrument at $800$~nm obeys
\begin{equation}
\frac1{T_1}=\frac1T-\frac{800\ln0.42}{1.438777\times10^7}\ \mathrm{K^{-1}},
\end{equation}
which gives $T_1=1223.3$~K. At $1000$~nm the reading is $T_2=1195.5$~K. These are $77$~K and $105$~K too low. The uncorrected two-colour reading is nearer to the truth, and it errs on the high side. The first comparison can be read from the lengths that enter the inverse errors: $\Lambda\ln(\varepsilon_1/\varepsilon_2)=400$~nm for two colours, and $\lambda_1|\ln\varepsilon_1|=694$~nm for one colour at $800$~nm.

The order reverses when both instruments carry a nearly correct setting. With a ratio setting $1\,\%$ too high, the two-colour reading is $4.66$~K too low. With an emissivity setting $1\,\%$ too high, the one-colour reading at $800$~nm is $0.93$~K too low. In inverse temperature the first shift is five times the second, as part (e) requires:
\begin{equation}
\frac{\lambda_2}{\lambda_2-\lambda_1}=\frac{1000}{200}=5 .
\end{equation}
The comparison holds the relative setting error fixed at $1\,\%$. If the ratio were known five times better than the emissivity itself, the two methods would be equally good in this respect.

The two-colour instrument is sensitive to small changes of the film. If $\varepsilon_2$ is $0.37$ and not $0.38$, the grey reading rises by a further $13.6$~K. An uncertainty of $0.01$ in one emissivity therefore matters more than any of the corrections found for $1300$~K in parts (i) and (j).

\subsection*{(i) Planck's law in place of Wien's}

\textbf{Question.} How far does the result move if both the film and the grey curve inside the instrument follow Planck's law?

\textbf{Solution.} Let $u=1/T$. From part (a), $\ln L_{\mathrm P}=\ln L_{\mathrm W}-\ln(1-e^{-x})$. With $dx/du=c_2/\lambda$ this gives
\begin{equation}
\frac{d\ln L_{\mathrm P}}{du}
=-\frac{c_2}{\lambda}
-\frac{c_2}{\lambda}\,\frac{e^{-x}}{1-e^{-x}}
=-\frac{c_2}{\lambda}\,\frac1{1-e^{-x}} .
\end{equation}
To first order in the exponentials, $1/(1-e^{-x})=1+e^{-x}$. The slope of the logarithmic black-body ratio is the difference of two such terms:
\begin{align}
\frac{d}{du}\ln\frac{L_{\mathrm P}(\lambda_1)}{L_{\mathrm P}(\lambda_2)}
&=-c_2\left[\frac{1+e^{-x_1}}{\lambda_1}
-\frac{1+e^{-x_2}}{\lambda_2}\right]\nonumber\\
&=-\frac{c_2}{\Lambda}(1+\eta),\\
\eta&=\Lambda\left[\frac{e^{-x_1}}{\lambda_1}
-\frac{e^{-x_2}}{\lambda_2}\right].
\end{align}
The function $e^{-x}/\lambda$ increases with wavelength when $x>1$, since its derivative is $(x-1)e^{-x}/\lambda^2$. In the Wien regime $\eta$ is thus negative. The true ratio curve is slightly flatter than Wien's, and a given emissivity ratio causes a slightly larger error.

Here $x_1=13.834$ and $x_2=11.068$, so $e^{-x_1}=9.81\times10^{-7}$ and $e^{-x_2}=1.56\times10^{-5}$. These give $\eta=-5.75\times10^{-5}$. To find the effect on the reading, the equation
\begin{equation}
\frac{\varepsilon_1L_{\mathrm P}(\lambda_1,T)}
{\varepsilon_2L_{\mathrm P}(\lambda_2,T)}
=\frac{L_{\mathrm P}(\lambda_1,T_{\mathrm r})}
{L_{\mathrm P}(\lambda_2,T_{\mathrm r})}
\end{equation}
was solved for $T_{\mathrm r}$ by Brent's bracketed root search. The reading is $0.004$~K above the Wien result, which is negligible.

The Wien limit is poorer at high temperature. For the same emissivity ratio at $T=3000$~K, the Wien formula gives a reading of $3273$~K and the root search gives $3281$~K. The formula then misses $8$~K of an error of $281$~K, about $3\,\%$ of that error. These figures hold for an instrument with a Planck curve. If the instrument keeps Wien's curve while the film emits by Planck's law, $\ln R$ changes by about $e^{-x_1}-e^{-x_2}<0$, and the reading lies below the formula, by $0.007$~K at $1300$~K and by $17$~K at $3000$~K.

\subsection*{(j) Finite bands and an uneven film}

\textbf{Question.} Estimate the shifts caused by flat filters of full width $w=40$~nm, and by a field of view of which half is $20$~K hotter and half $20$~K colder than $1300$~K.

\textbf{Solution.} Expand the spectral signal $S(\lambda)$ about the band centre. The linear term averages to zero over a symmetric band, and the mean square distance from the centre is $w^2/12$. Hence
\begin{equation}
\overline S\simeq S+\frac{w^2}{24}\,S'' .
\end{equation}
For a constant emissivity, Wien's law gives $S'/S=(x-5)/\lambda$. Differentiating once more, with $dx/d\lambda=-x/\lambda$,
\begin{align}
\frac{S''}{S}
&=\left(\frac{S'}{S}\right)^2+\frac{d}{d\lambda}\frac{x-5}{\lambda}\nonumber\\
&=\frac{(x-5)^2-x-(x-5)}{\lambda^2}
=\frac{x^2-12x+30}{\lambda^2}.
\end{align}
This is $8.65\times10^{-5}\ \mathrm{nm^{-2}}$ at $800$~nm and $1.97\times10^{-5}\ \mathrm{nm^{-2}}$ at $1000$~nm. With $w^2/24=66.7\ \mathrm{nm^2}$, the logarithm of the ratio rises by $0.0045$. A small rise $\delta$ of $\ln R$ lifts the reading by
\begin{equation}
\delta T_{\mathrm r}\simeq\frac{\Lambda T_{\mathrm r}^2}{c_2}\,\delta
=(506\ \mathrm K)\,\delta ,
\end{equation}
here about $2.3$~K. Gauss--Legendre integration of Planck's law over both bands, with the emissivity taken as linear between the two given values, gives $2.11$~K.

This shift arises if the instrument treats its bands as single wavelengths and its response factors $\gamma_i$ do not include the effect of the bandwidth. A black-body calibration through the same filters, as in part (b), absorbs that effect at the calibration temperature. The shift that remains then depends on the calibration temperature and can have either sign. If its grey curve is instead the ratio of black-body signals integrated over the same bands, most of the shift appears on both sides of the equation and cancels. The integration then leaves $0.13$~K. The remainder has two sources: the emissivity varies across each band, and the two sides are evaluated at different temperatures, $T$ and $T_{\mathrm r}$.

For the uneven film, let equal areas have temperatures $T\pm\Delta$ with $\Delta=20$~K. The linear terms cancel in the mean, which leaves $L+\tfrac12\Delta^2\,\partial^2L/\partial T^2$. Wien's law gives $\partial L/\partial T=(x/T)L$. Because $x/T=c_2/(\lambda T^2)$ has the temperature derivative $-2x/T^2$,
\begin{equation}
\frac1L\frac{\partial^2L}{\partial T^2}=\frac{x^2-2x}{T^2}.
\end{equation}
To second order in $\Delta$, the logarithm of the ratio rises by
\begin{align}
\delta&=\frac{\Delta^2}{2T^2}
\left[(x_1^2-2x_1)-(x_2^2-2x_2)\right]\nonumber\\
&=\frac{\Delta^2}{2T^2}(x_1-x_2)(x_1+x_2-2).
\end{align}
The numbers give $\delta=0.0075$ and a shift of $3.8$~K. The root search with Planck's law gives $3.75$~K. The sign is positive because $x_1>x_2$ and $x_1+x_2>2$. The hot half supplies more than half of the light in both bands, which pulls the reading towards its temperature. The reading therefore lies above what a uniform film at the area-mean temperature would give.

\subsection*{(k) Reflected lamp light}

\textbf{Question.} The wafer is heated by lamps at $T_{\mathrm L}=3000$~K, treated as black. A fraction $f$ of their radiance, equal in both bands, reaches the reflected line of sight. How does it change the reading?

\textbf{Solution.} An opaque surface reflects what it does not absorb. By Kirchhoff's law the absorptance equals the emissivity, so the reflectance is $1-\varepsilon_i$. The radiance entering channel $i$ is
\begin{equation}
\varepsilon_iL_{\mathrm P}(\lambda_i,T)
+(1-\varepsilon_i)f\,L_{\mathrm P}(\lambda_i,T_{\mathrm L}).
\end{equation}
Taking out the factor $L_{\mathrm P}(\lambda_i,T)$ leaves an effective emissivity,
\begin{equation}
\varepsilon_i^{\mathrm{eff}}=\varepsilon_i+(1-\varepsilon_i)f\rho_i,
\qquad
\rho_i=\frac{L_{\mathrm P}(\lambda_i,T_{\mathrm L})}
{L_{\mathrm P}(\lambda_i,T)} .
\end{equation}
The error law applies with $\varepsilon_i^{\mathrm{eff}}$ in place of $\varepsilon_i$. The inverse-temperature error is no longer independent of $T$, since $\rho_i$ depends on it.

Planck's law gives $\rho_1=2545$ and $\rho_2=534$. The lamps outshine the film much more strongly at the shorter wavelength. For $f=10^{-5}$,
\begin{align}
\varepsilon_1^{\mathrm{eff}}&=0.42+0.58\times0.02545=0.4348,\\
\varepsilon_2^{\mathrm{eff}}&=0.38+0.62\times0.00534=0.3833 .
\end{align}
The logarithmic ratio rises from $0.100$ to $0.126$, and the root search finds a further $13.2$~K on the reading. For $f=10^{-6}$ the shift is $1.3$~K. A stray fraction of one part in a hundred thousand thus matters as much as an error of $0.01$ in $\varepsilon_2$.

\subsection*{(l) The model and a real wafer}

\textbf{Question.} Which of the assumptions is a real process most likely to break?

\textbf{Solution.} A temperature near $1300$~K lies in the range of rapid thermal annealing, and a tungsten film a few hundred nanometres thick is opaque in both bands. Lamp filaments near $3000$~K are also a rough typical case, though their emissivity is well below one and lowers the reflected term in proportion. The stray fractions are chosen for illustration, because the real value depends on the chamber and its shielding. They stand for a well shielded view. To hold a grey wafer at $1300$~K the lamps must supply a fraction of order $(1300/3000)^4=0.035$ of their black-body flux to the lit face. With $f=10^{-2}$ the model reads about $2700$~K, which reflects the lamps and not the film. The assumptions most at risk are a known emissivity ratio and the absence of reflected light. Roughness, oxidation or a reaction with the layer below can change the ratio during the process, and a change of $0.01$ in $\varepsilon_2$ alone moves the reading by $14$~K. Wien's law, by contrast, costs less than $0.01$~K here. Setting $K=\varepsilon_1/\varepsilon_2$ removes the $49$~K error in the model, but on a wafer this correction is as good as the ratio measured for that film, in its actual state and at its working temperature.

Numerical values quoted here were computed with a short program.
